\section*{Boettger's screening factor for the spin-orbit splittings of xenon}

\section{Problem}

Consider a two-component calculation that takes its spin-orbit coupling from the bare nuclei alone. The electrons screen the nuclear field, so the resulting splittings are too large. Boettger's recipe multiplies each one-electron spin-orbit integral, between functions of angular momenta $l_1,l_2$ on centres of nuclear charge $Z_1,Z_2$, by
\begin{equation}
f=1-\sqrt{\frac{Q(l_1)Q(l_2)}{Z_1Z_2}},\qquad Q=0,\,2,\,10,\,28\ \text{ for } s,p,d,f .
\label{eq:f}
\end{equation}
For the free xenon atom, $Z=54$:
(a) find the factors for $p$ and $d$ shells and estimate what they do to the splittings;
(b) solve the two-component problem with and without the factor, and compare with four-component splittings;
(c) explain the errors that remain.

Gaussian units are used. A splitting is $\Delta=E(j=l+\tfrac12)-E(j=l-\tfrac12)$, given in eV, and energies exclude the rest energy $mc^2$.

\subsection*{The one-electron integrals}

For an electron in the bare nuclear field $V_n=-Ze^2/r$, the Dirac equation for the upper and lower spinors is
\begin{align}
V_n\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi&=E\varphi, &
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V_n-2mc^2)\chi&=E\chi .
\label{eq:dirac}
\end{align}
Let $X$ be the operator that gives $\chi=X\varphi$ for every positive-energy solution. The norm of such a solution is $\langle\varphi|1+X^\dagger X|\varphi\rangle$. Setting $\varphi=R\psi$ with $R=(1+X^\dagger X)^{-1/2}$ makes it $\langle\psi|\psi\rangle$. The energy expectation value of $(\varphi,X\varphi)$ then defines the two-component Hamiltonian
\begin{equation}
h=R\left[V_n+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,X+X^\dagger c\,\boldsymbol\sigma\!\cdot\!\mathbf p+X^\dagger(V_n-2mc^2)X\right]R .
\end{equation}
The map $\psi\to(R\psi,XR\psi)$ preserves norms and its range is the positive-energy space, which the Dirac Hamiltonian leaves invariant. Hence $h$ has the positive-energy Dirac eigenvalues of the ion. This is the exact two-component (X2C) method for one electron.

For given $l$, rotational symmetry leaves two radial operators, $h_+$ for $j=l+\frac12$ and $h_-$ for $j=l-\frac12$. The operator $\mathbf L\cdot\mathbf S/\hbar^2$ has the values $l/2$ and $-(l+1)/2$ there, so we can write
\begin{equation}
h_+=A+\tfrac{l}{2}B,\qquad h_-=A-\tfrac{l+1}{2}B .
\end{equation}
Subtraction gives $B$. Adding $(l+1)h_+$ and $l\,h_-$ cancels $B$ and gives $A$:
\begin{equation}
B=\frac{h_+-h_-}{l+\frac12},\qquad A=\frac{(l+1)h_++l\,h_-}{2l+1}.
\label{eq:AB}
\end{equation}
$A$ is the spin-free part and $B$ holds the spin-orbit integrals. The recipe replaces $B$ by $fB$ and leaves $A$ alone. Since $\mathbf L\cdot\mathbf S$ commutes with $L^2$, an atom has only integrals with $l_1=l_2=l$, and \eqref{eq:f} becomes $f=1-Q(l)/Z$.

\section{First estimate by scaling}

\subsection*{Why a charge is subtracted}

Let $V(r)$ be the full potential energy of an electron. The second equation of \eqref{eq:dirac}, with $V$ in place of $V_n$, gives
\begin{equation}
\chi=\frac{1}{2mc^2+E-V}\,c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi
\simeq\frac{1}{2mc^2}\left(1+\frac{V-E}{2mc^2}\right)c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\end{equation}
Inserted in the first equation, the term with $V$ is $(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)/(4m^2c^2)$. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
\begin{equation}
(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).
\end{equation}
Because $\mathbf p\times\mathbf p=0$, only the gradient of $V$ survives in the cross product: $\mathbf p\times V\mathbf p=-i\hbar\,\nabla V\times\mathbf p=-i\hbar\,(V'/r)\,\mathbf L$. The last term is therefore $\hbar(V'/r)\,\boldsymbol\sigma\cdot\mathbf L$, and with $\mathbf S=\hbar\boldsymbol\sigma/2$,
\begin{equation}
H_{so}=\frac{1}{2m^2c^2}\,\frac{V'}{r}\,\mathbf L\cdot\mathbf S,\qquad
\Delta\simeq\left(l+\tfrac12\right)\frac{\hbar^2}{2m^2c^2}\left\langle\frac{V'}{r}\right\rangle .
\label{eq:pauli}
\end{equation}
To this order the normalization of $\varphi$ involves $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, which is spin-free and adds nothing to $H_{so}$.

Now take $V=-Ze^2/r+V_H+V_x$, with the Hartree and exchange potentials of the electrons. If $N(r)$ electrons lie inside radius $r$, Gauss's law gives $V_H'=-e^2N(r)/r^2$, so
\begin{equation}
\frac{V'}{r}=\frac{e^2[Z-N(r)]}{r^3}+\frac{V_x'}{r}.
\end{equation}
Dividing the average by its bare value $Ze^2\langle r^{-3}\rangle$ gives the factor
\begin{equation}
1-\frac{Q_{\rm eff}}{Z},\qquad
Q_{\rm eff}=\frac{\langle N(r)\,r^{-3}\rangle}{\langle r^{-3}\rangle}-\frac{\langle V_x'/r\rangle}{e^2\langle r^{-3}\rangle}.
\label{eq:qeff}
\end{equation}
Boettger's $Q(l)$ stands for $Q_{\rm eff}$, with one number for all shells of the same $l$.

\subsection*{The size of the subtracted charge}

The integers 2, 10 and 28 equal the electron counts of the filled shells with $n\le l$. Hydrogenic orbitals test whether 2 and 10 have the size of $Q_{\rm eff}$. Drop exchange, fill the shells $n\le2$, and measure $r$ in units of $a_0/Z$, with $a_0=\hbar^2/(me^2)$. The radial density of $2p$ is proportional to $x^4e^{-x}$, so the normalized weight in \eqref{eq:qeff} is $x\,e^{-x}$. Exchanging the order of integration, an occupied orbital of radial density $\rho(y)$ contributes per electron
\begin{equation}
\int_0^\infty\! x e^{-x}\!\int_0^x\!\rho(y)\,dy\,dx=\int_0^\infty\!\rho(y)\,(1+y)e^{-y}\,dy .
\end{equation}
The densities are $4y^2e^{-2y}$ for $1s$, $(\frac{y^2}{2}-\frac{y^3}{2}+\frac{y^4}{8})e^{-y}$ for $2s$ and $\frac{y^4}{24}e^{-y}$ for $2p$. With $\int_0^\infty y^ke^{-ay}dy=k!/a^{k+1}$,
\begin{align}
1s:&\quad 4\left(\tfrac{2}{27}+\tfrac{6}{81}\right)=\tfrac{16}{27},\\
2s:&\quad \int_0^\infty\!\left(\tfrac{y^2}{2}-\tfrac{3y^4}{8}+\tfrac{y^5}{8}\right)e^{-2y}dy=\tfrac18-\tfrac{9}{32}+\tfrac{15}{64}=\tfrac{5}{64},\\
2p:&\quad \tfrac{1}{24}\left(\tfrac34+\tfrac{15}{8}\right)=\tfrac{7}{64}.
\end{align}
Two $1s$, two $2s$ and six $2p$ electrons give
\begin{equation}
Q_{2p}=\tfrac{32}{27}+\tfrac{10}{64}+\tfrac{42}{64}=\tfrac{863}{432}\approx1.998,
\end{equation}
independent of $Z$. The closeness to 2 is an accident of this exchange-free model and does not reflect complete screening by the $1s$ pair: that pair supplies $32/27\approx1.19$ and the $n=2$ shell supplies $13/16\approx0.81$. The sum includes the field of the $2p$ electron itself, as the Hartree potential does.

For $3d$, put $t=2x/3$. The weight is $t^3e^{-t}/6$, and the part of it beyond $t$ is $e^{-t}(1+t+t^2/2+t^3/6)$. Integrating this against the density of the 28 electrons with $n\le3$ gives $9.18$, near Boettger's 10.

\subsection*{The estimate for xenon}

The factors are
\begin{equation}
f_p=1-\tfrac{2}{54}=0.963,\qquad f_d=1-\tfrac{10}{54}=0.815 .
\end{equation}
If splittings simply scale with $f$, unscreened ones should be too large by $1/f-1$, which is $2/52=3.8\%$ for $p$ and $10/44=22.7\%$ for $d$.

The first-order splitting is $(l+\frac12)\langle B\rangle=\langle h_+-h_-\rangle$. It is evaluated here with orbitals of the neutral atom computed with $f=0$, and then multiplied by $f$:

\begin{center}
\begin{tabular}{lrr}
shell & bare (eV) & times $f$ (eV)\\
$2p$ & 319.26 & 307.44\\
$3p$ & 60.84 & 58.58\\
$4p$ & 12.240 & 11.787\\
$5p$ & 1.224 & 1.179\\
$3d$ & 15.669 & 12.767\\
$4d$ & 2.424 & 1.975
\end{tabular}
\end{center}

\section{Full solution}

\subsection*{The two models}

The four-component reference is a Dirac--Kohn--Sham calculation. With $\kappa=l$ for $j=l-\frac12$ and $\kappa=-l-1$ for $j=l+\frac12$, the radial functions $P$ and $F$ obey
\begin{align}
VP+\hbar c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)F&=EP,\\
\hbar c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2mc^2)F&=EF .
\end{align}
The potential is $V=-Ze^2/r+V_H+V_x$, with local-density exchange $V_x=-e^2(3n/\pi)^{1/3}$ and the electron density
\begin{equation}
n(r)=\frac{1}{4\pi r^2}\sum_{\rm shells}(2j+1)\,(P^2+F^2).
\end{equation}
Here the electronic potential enters the Dirac equation itself, so its gradient contributes to the spin-orbit coupling without any added model.

The two-component model solves
\begin{equation}
\left[h_\pm^{(f)}+V_H+V_x\right]P=EP,\qquad
h_+^{(f)}=A+\tfrac{l}{2}fB,\quad h_-^{(f)}=A-\tfrac{l+1}{2}fB,
\label{eq:two}
\end{equation}
with the density built from $P^2$ alone. The electronic potential is added untransformed and is therefore spin-free; the factor $f$ has to supply the coupling that this step loses. The same exchange functional is used on both sides, so the comparison concerns the treatment of relativity.

Both problems are solved to self-consistency in Gaussian bases. The nucleus is a point. Correlation, the Breit interaction (and with it the coupling of one electron's spin to another's orbit) and radiative corrections are left out. The reference is thus a well-defined model, and it stands neither for experiment nor for the exact many-electron answer.

\subsection*{Checks}

For the one-electron ion, X2C gives a $2p$ splitting of $426.735$ eV against $426.737$ eV from the closed Dirac formula, and $39.084$ against $39.083$ eV for $3d$. Another basis changes the four-component splittings of the atom by at most $0.003\%$; the two-component ones move by similar amounts, so the last digit in the table below is uncertain by about one unit.

\subsection*{Splittings}

\begin{center}
\begin{tabular}{lrrr}
shell & $f=1$ (eV) & Boettger (eV) & four-comp. (eV)\\
$2p$ & 335.27 & 322.18 & 324.17\\
$3p$ & 63.85 & 61.36 & 61.53\\
$4p$ & 12.865 & 12.363 & 12.378\\
$5p$ & 1.299 & 1.248 & 1.246\\
$3d$ & 15.752 & 12.822 & 13.018\\
$4d$ & 2.439 & 1.985 & 1.992
\end{tabular}
\end{center}

Relative to the four-component values, the unscreened splittings are too large by $3.4$ to $4.2\%$ for $p$ and by $21.0$ and $22.4\%$ for $3d$ and $4d$. With the factor the errors are $-0.61$, $-0.28$, $-0.12$ and $+0.12\%$ for $2p$ to $5p$, and $-1.51$ and $-0.38\%$ for $3d$ and $4d$. Every shell improves. The mean absolute error falls from $3.84$ to $0.28\%$ for $p$ and from $21.7$ to $0.94\%$ for $d$.

The factor does not replace the screening that acts through the orbitals. For $2p$ the bare coupling gives 426.7 eV in the ion and 335.3 eV in the atom, because the electronic potential in \eqref{eq:two} changes the orbitals and levels. Boettger's factor then accounts for the further step from 335.3 to 322.2 eV, which belongs to the spin-orbit operator.

\section{Comparison of estimate and solution}

\subsection*{What scaling gets right}

The predicted excess of unscreened splittings, $3.8\%$ and $22.7\%$, agrees well with the computed ranges. The scaled first-order values do less well. For $2p$, $307.4$ eV lies $5.2\%$ below the reference $324.2$ eV; for $3d$, $12.77$ eV lies $1.9\%$ below $13.02$ eV.

For $2p$ most of the gap is the response of the orbitals to the spin-orbit coupling: with Boettger's factor, the full solution of \eqref{eq:two} raises $307.4$ to $322.2$ eV. For $3d$ it raises $12.77$ only to $12.82$ eV, and the remaining $1.5\%$ is almost all the error of the factor, treated below. In a fixed potential, second-order perturbation theory shifts the lowest level of given $l$ by $-\lambda^2S$, where $\lambda=l/2$ or $-(l+1)/2$ and
\begin{equation}
S=\sum_{k\neq0}\frac{|\langle k|fB|0\rangle|^2}{E_k-E_0}>0 .
\end{equation}
The splitting therefore changes by
\begin{equation}
\left[\frac{(l+1)^2}{4}-\frac{l^2}{4}\right]S=\frac{2l+1}{4}\,S>0 .
\end{equation}
This fixes the sign for $2p$ and $3d$. For higher $n$ the sum has terms of both signs, but the computed change is positive there too. With $f=1$, going from first order to self-consistency raises the $p$ splittings by 5 to $6\%$ and the $d$ splittings by about $0.5\%$.

This has an awkward consequence. For $2p$ the unscaled first-order value, $319.3$ eV, is only $1.5\%$ below the reference and looks better than the scaled one. Two errors of opposite sign cancel there: missing screening and missing orbital response. The factor should be judged in a calculation that includes the response.

\subsection*{What one number per $l$ misses}

The factor $f_*$ that would reproduce the reference follows by linear interpolation between the two computed splittings. For $2p$,
\begin{equation}
f_*=0.9630+\frac{324.17-322.18}{335.27-322.18}\,(1-0.9630)=0.9686,
\end{equation}
and $Q_*=54(1-f_*)=1.70$. This can be set against the force average \eqref{eq:qeff}, evaluated with the $f=0$ orbitals:

\begin{center}
\begin{tabular}{lrrr}
shell & $Q_*$ & Hartree part & $Q_{\rm eff}$\\
$2p$ & 1.70 & 2.05 & 1.73\\
$3p$ & 1.86 & 2.15 & 1.84\\
$4p$ & 1.94 & 2.20 & 1.89\\
$5p$ & 2.06 & 2.29 & 1.99\\
$3d$ & 9.33 & 9.96 & 9.31\\
$4d$ & 9.83 & 10.38 & 9.76
\end{tabular}
\end{center}

$Q_{\rm eff}$ follows $Q_*$ to within $0.08$ of an electron. The $p$ entries of the last two columns are uncertain in the last digit: $\langle r^{-3}\rangle$ converges slowly at a point nucleus, and $Q_{\rm eff}$ falls by about $0.006$ when the tightest $p$ exponent goes from $10^6$ to $10^{10}\,a_0^{-2}$. $Q_*$ is fitted to the total error, so it also absorbs two losses that have nothing to do with the factor: the spin-free part of the electronic potential is left untransformed, and the density is built from $P^2$ alone. At Boettger's factor they together lower the splittings by $0.20$, $0.17$, $0.15$ and $0.12\%$ for $2p$ to $5p$, and by $0.08$ and $0.05\%$ for $3d$ and $4d$. For $3d$ and $4d$ the errors are therefore mostly errors of the integer 10, and for $2p$ about two thirds of the error belongs to the integer 2. For $3p$ these losses make up about $60\%$ of the error. For $4p$ and $5p$ the integer alone would leave the splitting too large, by $0.03$ and $0.25\%$, and the losses act against it. Without them the fitted charges would lie $0.06$ to $0.10$ higher for $p$, so the close agreement of $Q_{\rm eff}$ with $Q_*$ is partly a cancellation. The leading-order formula \eqref{eq:pauli} adds to it: with these orbitals it puts the bare $2p$ splitting near 380 eV instead of 319 eV, and the first-order ratio formed with the two-component transforms of the electronic and nuclear potentials gives charges $0.2$ to $0.3$ above $Q_{\rm eff}$ for $p$ and about $0.1$ above it for $d$. For $4p$ and $5p$, $Q_*$ lies about $0.06$ from 2, comparable to its distance from $Q_{\rm eff}$; for $5p$, $Q_{\rm eff}$ falls below 2 while $Q_*$ exceeds it, so the force average does not resolve these small errors. Screening grows with $n$, since the $r^{-3}$ average of the enclosed charge grows, while $Q(l)$ stays fixed. Exchange lowers the Hartree value by about $0.3$ for $p$ and $0.6$ for $d$, because on average $V_x'>0$ and the exchange potential adds to the inward pull.

With $\Delta\propto Z-Q$, the relative error of the screened splitting is
\begin{equation}
\frac{\delta\Delta}{\Delta}\simeq\frac{Q_*-Q(l)}{Z-Q_*}.
\end{equation}
For $3d$ this is $(9.33-10)/44.67=-1.5\%$, as computed; since $Q_*$ was fitted to the reference, this agreement checks only the proportionality to $Z-Q$. For $5p$, $Q_*$ slightly exceeds 2, and the error turns positive. The denominator explains the tolerance of the recipe in xenon: an error of half an electron in $Q$ costs about $1\%$.

\subsection*{Heavy and light limits}

For fixed $l$ and growing $Z$, $f\to1$ and the correction fades as $Q(l)/Z$. In the other direction the recipe breaks down. At $Z=Q(l)$ the spin-orbit coupling vanishes, and below that it changes sign. For $p$ functions on hydrogen $f=1-2/1=-1$, although a single electron has nothing to screen it. Equation \eqref{eq:qeff} shows the reason. In a neutral atom $N(r)<Z$ at every finite $r$, so the Hartree part of $Q_{\rm eff}$ stays below $Z$ and cannot reach $Q(l)$ when $Z\le Q(l)$. This holds even for $p$ functions on helium and $d$ functions on neon, where the shells counted by $Q(l)$ are filled: part of their charge lies outside $r$ and does not screen. Since $0<N(r)<Z$, the factor built from the Hartree part lies strictly between 0 and 1. Polarization functions on atoms with $Z\le Q(l)$ therefore need a smaller $Q$, and its value depends on how far the function extends, because a more diffuse function encloses more charge. Dropping the scaling altogether is right for the single electron of hydrogen; in a many-electron atom it ignores the screening that remains.

The values behind the tables are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge Z = 54
Boettger factor p: 0.96296, d: 0.81481
factor for p functions on hydrogen: -1.0
hydrogenic screening number of 2p (n<=2 filled): 1.9977
hydrogenic screening number of 3d (n<=3 filled): 9.1842
one-electron ion 2p splitting, X2C: 426.735 eV, Dirac formula: 426.737 eV
one-electron ion 3d splitting, X2C: 39.084 eV, Dirac formula: 39.083 eV
First-order splitting from spin-orbit integrals (eV)
shell   bare        times factor
2p     319.2641     307.4395
3p      60.8379      58.5847
4p      12.2403      11.7870
5p       1.2241       1.1788
3d      15.6689      12.7673
4d       2.4244       1.9754
Self-consistent splitting (eV)
shell   bare 2c     screened 2c  four-component
2p     335.2697     322.1838     324.1707
3p      63.8490      61.3587      61.5316
4p      12.8652      12.3627      12.3775
5p       1.2987       1.2475       1.2459
3d      15.7521      12.8215      13.0177
4d       2.4385       1.9846       1.9921
Error against four-component (percent)
shell   bare    screened
2p      3.42    -0.61
3p      3.77    -0.28
4p      3.94    -0.12
5p      4.23     0.12
3d     21.01    -1.51
4d     22.41    -0.38
Needed factor f*, needed Q*, and Q from the force average
shell   f*       Q*      Q Hartree  Q with exchange
2p   0.9686    1.696    2.050    1.734
3p   0.9655    1.861    2.146    1.838
4p   0.9641    1.941    2.195    1.894
5p   0.9619    2.059    2.288    1.988
3d   0.8272    9.330    9.961    9.308
4d   0.8179    9.834   10.383    9.760
mean absolute error p: bare 3.84, screened 0.28 percent
mean absolute error d: bare 21.71, screened 0.94 percent
largest change with another basis: 0.0030 percent
\end{verbatim}
